## The f-sum rule with a nonlocal pseudopotential

A model atom with one electron, a smooth local attraction and three separable projectors has an \(s\) ground state whose oscillator strengths add up to 1.1415. In a box of 60 bohr, the \(p\) levels of negative energy alone carry 1.0331. From a ground state no oscillator strength is negative, and the Thomas–Reiche–Kuhn rule for a local potential fixes the total at 1, so in a local potential no partial sum could exceed 1. With the projectors switched off, the same calculation gives 1.000000. The excess of 0.1415 is not a numerical error. It is the expectation value of a double commutator that vanishes for a local potential and survives for a nonlocal one.

### The sum as a double commutator

Hartree atomic units are used, and the field is along \(z\); the derivation reads the same for any other axis, but the value of the correction can depend on the axis when the state or the potential is not spherically symmetric. The Hamiltonian is
\[ H=\tfrac12p^2+V_{\rm loc}(\mathbf r)+V_{\rm nl}, \tag{1} \]
where \(V_{\rm nl}\) is bounded, Hermitian and independent of energy, with kernel \(V(\mathbf r,\mathbf r')\). Let \(\psi\) be a normalised bound eigenstate with energy \(E\), decaying exponentially, so that \(z\psi\) and \(z^2\psi\) are square integrable and \(z\psi\) has finite kinetic energy. With \(\omega_n=E_n-E\) and \(z_n=\langle n|z|\psi\rangle\),
\[ f_n=2\omega_n|z_n|^2,\qquad S=\sum_n f_n. \tag{2} \]
The sum runs over all eigenstates of \(H\). It includes the continuum, and states below \(\psi\) enter with negative \(f_n\). Since \(\sum_nE_n|n\rangle\langle n|=H\) and \(\sum_n|n\rangle\langle n|=1\),
\[ S=2\langle\psi|zHz|\psi\rangle-2E\langle\psi|z^2|\psi\rangle. \tag{3} \]
For any operator \(B\), expanding both commutators gives
\[ [z,[B,z]]=z(Bz-zB)-(Bz-zB)z=2zBz-z^2B-Bz^2. \tag{4} \]
For \(B=H\), the operator \(H\) in the last two terms acts on \(\psi\), to the right or to the left, and gives \(E\langle z^2\rangle\) each time. Comparison with (3) yields
\[ S=\langle\psi|[z,[H,z]]|\psi\rangle. \tag{5} \]
The three parts of (1) are inserted in turn. From \([p_z,z]=-i\) follows \([\tfrac12p^2,z]=\tfrac12(p_z[p_z,z]+[p_z,z]p_z)=-ip_z\), and then \([z,-ip_z]=-i\cdot i=1\). The local potential commutes with \(z\) and gives zero. Hence
\[ S=1+\Delta,\qquad \Delta=\langle\psi|[z,[V_{\rm nl},z]]|\psi\rangle. \tag{6} \]
In the kernel of (4), a factor \(z\) on the left of \(V_{\rm nl}\) becomes \(z\) and one on the right becomes \(z'\), so the kernel is multiplied by \(2zz'-z^2-z'^2\):
\[ \Delta=-\iint\psi^*(\mathbf r)\,(z-z')^2\,V(\mathbf r,\mathbf r')\,\psi(\mathbf r')\,d^3r\,d^3r'. \tag{7} \]
The violation is minus the squared distance along \(z\) over which the potential transfers amplitude, weighted by the kernel and by the wave function at the two points. A kernel proportional to \(\delta(\mathbf r-\mathbf r')\) gives zero. If the kernel vanishes outside a core radius \(r_c\) in both arguments, then \((z-z')^2\le4r_c^2\) and \(|\Delta|\le4r_c^2\iint|\psi||V||\psi|\), so a state with little amplitude in the core is little affected. The derivation needs \(z\psi\) normalisable and does not carry over unchanged to Bloch states.

One limit shows what \(S\) measures. Let the nonlocal term be a function \(W(\mathbf p)\) of momentum. In the momentum representation \(z=i\partial/\partial p_z\), so \([W,z]=-i\,\partial W/\partial p_z\) and \([z,[W,z]]=\partial^2W/\partial p_z^2\). Then \(S=\langle\partial^2(\tfrac12p^2+W)/\partial p_z^2\rangle\) is an averaged inverse mass. The value 1 of the local rule is the inverse of the bare electron mass, and a nonlocal potential changes the inertia with which the electron answers a fast field.

### High-frequency response and the diamagnetic term

A field \(F\cos\omega t\) along \(z\) adds \(zF\cos\omega t\) to \(H\) for charge \(-1\). Writing the state as \(e^{-iEt}(\psi+\sum_na_n|n\rangle)\), first order gives \(i\dot a_n=\omega_na_n+z_nF\cos\omega t\), with driven solution \(a_n=-\tfrac12z_nF[e^{-i\omega t}/(\omega_n-\omega)+e^{i\omega t}/(\omega_n+\omega)]\). The induced dipole \(-2\,{\rm Re}\sum_nz_n^*a_n\) equals \(\alpha(\omega)F\cos\omega t\) with \(\alpha=\sum_n|z_n|^2[1/(\omega_n-\omega)+1/(\omega_n+\omega)]=\sum_nf_n/(\omega_n^2-\omega^2)\). At imaginary frequency \(\omega=i\xi\), the identity \(\xi^2/(\omega_n^2+\xi^2)=1-\omega_n^2/(\omega_n^2+\xi^2)\) gives
\[ \xi^2\alpha(i\xi)=S-\frac{1}{\xi^2}\sum_nf_n\omega_n^2+\dots, \tag{8} \]
where the second term has this form when the moment \(\sum f_n\omega_n^2\) is finite. The number \(1+\Delta\) is thus the effective electron count seen at high frequency.

The same number appears when a uniform static vector potential \(A\) is introduced by \(H(A)=e^{-iAz}He^{iAz}\). This replaces \(p_z\) by \(p_z+A\) and multiplies the kernel by \(e^{-iA(z-z')}\). Expanding the exponentials,
\[ H(A)=H-iA[z,H]-\tfrac12A^2[z,[z,H]]+\dots=H+Av+\tfrac12A^2[z,[H,z]]+\dots, \tag{9} \]
with the velocity operator
\[ v=i[H,z]=p_z+i[V_{\rm nl},z]. \tag{10} \]
The \(A^2\) coefficient in (9) is the diamagnetic term, and by (5) its expectation value is \(\tfrac12(1+\Delta)\). The nonlocal part alone gives \(\Delta=\partial_A^2\langle V_{\rm nl}(A)\rangle\) at \(A=0\), in agreement with differentiating the phase factor twice to obtain (7). The transformation is unitary, so the energy does not depend on \(A\). For a nondegenerate level, second-order perturbation theory then requires \(\tfrac12(1+\Delta)-\sum_{n\ne\psi}|v_n|^2/\omega_n=0\). Because \(v_n=\langle n|v|\psi\rangle=i\omega_nz_n\), this is (6) again: the sum rule expresses the cancellation of diamagnetic and paramagnetic response to a constant \(A\).

### Length, velocity and momentum forms

Take real eigenfunctions and set \(g_n=-\langle n|\partial_z|\psi\rangle\) and \(C_n=\langle n|[V_{\rm nl},z]|\psi\rangle\). Dividing (10) by \(i\), with \(p_z=-i\partial_z\), gives \([H,z]=-\partial_z+[V_{\rm nl},z]\), so
\[ \omega_nz_n=g_n+C_n. \tag{11} \]
The velocity form \(\sum2(g_n+C_n)^2/\omega_n\) equals \(S\) term by term. Completeness and (4) give \(\sum_nz_nC_n=\langle zV_{\rm nl}z\rangle-\langle z^2V_{\rm nl}\rangle=\Delta/2\), the two end terms of (4) being equal for real \(\psi\). For the mixed form,
\[ \sum_n2z_ng_n=\sum_n2z_n(\omega_nz_n-C_n)=S-\Delta=1. \tag{12} \]
This agrees with the direct evaluation \(-2\int z\psi\,\partial_z\psi\,d^3r=\int\psi^2d^3r=1\), which makes no use of \(H\); the mixed sum therefore cannot detect nonlocality. For the form built from the momentum alone, assuming no state degenerate with \(\psi\) is connected to it by \(z\) or \(\partial_z\),
\[ S_p=\sum_n\frac{2(\omega_nz_n-C_n)^2}{\omega_n}=S-2\Delta+\sum_n\frac{2C_n^2}{\omega_n}=1-\Delta+\sum_n\frac{2C_n^2}{\omega_n}. \tag{13} \]
The last term contains \(V_{\rm nl}\) twice and is non-negative for a ground state. To first order in \(V_{\rm nl}\), the momentum form departs from 1 by the same amount as the length form and in the opposite direction.

### Many electrons

For independent electrons in orthonormal eigenstates of (1), absorption goes from occupied orbitals \(v\) to empty ones \(c\). A pair of occupied orbitals has \(f_{v\to v'}=-f_{v'\to v}\), because \(|z_{vv'}|^2\) is symmetric and the energy difference changes sign. These pairs cancel in the sum over \(v\), so they may be added at no cost:
\[ \sum_{v}\sum_{c}f_{v\to c}=\sum_v\sum_nf_{v\to n}=\sum_v(1+\Delta_v). \tag{14} \]
For \(N\) interacting electrons, steps (3)–(5) hold with \(z\to\sum_iz_i\). An interaction that depends on positions alone commutes with this operator, and one-body terms of different electrons commute, so \(S=N+{\rm Tr}(\gamma[z,[V_{\rm nl},z]])\) with \(\gamma\) the one-body density matrix. This form is derived here but is not part of the numerical example. Any other nonlocal operator placed in a one-particle Hamiltonian, such as Fock exchange, adds its own term of the form (7) to the orbital sum (14).

### Separable projectors in a spherical atom

Let
\[ V_{\rm nl}=\sum_{lm}D_l|\beta_{lm}\rangle\langle\beta_{lm}|,\qquad\beta_{lm}=\frac{b_l(r)}{r}Y_{lm},\qquad\psi=\frac{u(r)}{r}Y_{lm}, \tag{15} \]
with \(b_l\) and \(u\) real and \(\int u^2dr=1\). Inserting (15) in (4),
\[ \Delta=\sum_{l'm'}D_{l'}\Big[2|\langle\beta_{l'm'}|z|\psi\rangle|^2-2\,{\rm Re}\,\langle\psi|z^2|\beta_{l'm'}\rangle\langle\beta_{l'm'}|\psi\rangle\Big]. \tag{16} \]
The angular factors follow from two Legendre relations in \(x=\cos\theta\): \((2l+1)xP_l=(l+1)P_{l+1}+lP_{l-1}\) and \((2l+1)P_l=P'_{l+1}-P'_{l-1}\). Differentiating the first \(m\) times gives \((2l+1)[xP_l^{(m)}+mP_l^{(m-1)}]\) on the left. The second, differentiated \(m-1\) times, turns \((2l+1)P_l^{(m-1)}\) into \(P_{l+1}^{(m)}-P_{l-1}^{(m)}\). Moving this term across and multiplying by \((1-x^2)^{m/2}\),
\[ (2l+1)\,xP_l^m=(l+1-m)P_{l+1}^m+(l+m)P_{l-1}^m. \tag{17} \]
For normalised functions the matrix of \(x\) is symmetric, with element \(c_{lm}\) between \(l\) and \(l+1\). Rescaling the functions multiplies the upward coefficient from \(l\) and the downward coefficient from \(l+1\) by reciprocal factors, so their product is \(c_{lm}^2\):
\[ c_{lm}^2=\frac{l+1-m}{2l+1}\cdot\frac{l+1+m}{2l+3},\qquad\cos\theta\,Y_{lm}=c_{lm}Y_{l+1,m}+c_{l-1,m}Y_{l-1,m}. \tag{18} \]
The norm of the second relation gives \(\langle\cos^2\theta\rangle=c_{lm}^2+c_{l-1,m}^2\), with \(c_{-1,m}=0\). Define
\[ M_{l'}=\int b_{l'}\,r\,u\,dr,\qquad O=\int b_l\,u\,dr,\qquad Q=\int b_l\,r^2u\,dr. \tag{19} \]
In the first term of (16), \(z\psi\) overlaps the projectors \((l\pm1,m)\), with amplitudes \(c_{lm}M_{l+1}\) and \(c_{l-1,m}M_{l-1}\). In the second term, \(\langle\beta_{l'm'}|\psi\rangle\) selects \((l,m)\) and equals \(O\). The \(l\pm2\) components of \(z^2\psi\) therefore drop out, and \(\langle\psi|z^2|\beta_{lm}\rangle=\langle\cos^2\theta\rangle Q\). Thus
\[ \Delta_{lm}=2c_{lm}^2D_{l+1}M_{l+1}^2+2c_{l-1,m}^2D_{l-1}M_{l-1}^2-2(c_{lm}^2+c_{l-1,m}^2)D_lOQ. \tag{20} \]
For an \(s\) state \(c_{00}^2=1/3\), and
\[ \Delta_s=\tfrac23\left[D_1M_1^2-D_0OQ\right]. \tag{21} \]
Over a shell the mean of \(m^2\) is \(l(l+1)/3\). The numerator of \(c_{lm}^2\) averages to \((l+1)^2-l(l+1)/3=(l+1)(2l+3)/3\), and that of \(c_{l-1,m}^2\) to \(l^2-l(l+1)/3=l(2l-1)/3\). Dividing by the denominators in (18) gives means \((l+1)/[3(2l+1)]\) and \(l/[3(2l+1)]\), which add to \(1/3\):
\[ \bar\Delta_l=\tfrac23\Big[\frac{l+1}{2l+1}D_{l+1}M_{l+1}^2+\frac{l}{2l+1}D_{l-1}M_{l-1}^2-D_lOQ\Big]. \tag{22} \]
The signs can be read from (20). A projector in a final channel \(l\pm1\) contributes with the sign of its strength: by (3), a repulsive one raises the mean energy of \(z\psi\). A projector in the channel of \(\psi\) contributes with the sign of \(-D_lOQ\); when \(u\) has no node and \(b_l\ge0\), both integrals are positive and a repulsive projector lowers the sum. It also changes \(u\), and with it \(M_{l\pm1}\), so contributions computed with one projector at a time are not additive.

### The same result from the radial equation

The sum can be resolved by final channel. With \(t=-\tfrac12d^2/dr^2\), the radial Hamiltonian is \(h_{l'}=t+l'(l'+1)/2r^2+V_{\rm loc}+D_{l'}|b_{l'}\rangle\langle b_{l'}|\). Completeness of its eigenfunctions \(u_{nl'}\) gives
\[ T_{l'}=\sum_n2(E_{nl'}-E)\Big(\int u_{nl'}\,r\,u\,dr\Big)^2=2\langle ru|h_{l'}-E|ru\rangle. \tag{23} \]
Now \(t(ru)=-u'+r\,tu\), and \(-\int ruu'dr=\tfrac12\int u^2dr=\tfrac12\) by partial integration with vanishing boundary terms, so \(\langle ru|t|ru\rangle=\tfrac12+\langle r^2u|tu\rangle\). The centrifugal term is split into that of channel \(l\) plus \([l'(l'+1)-l(l+1)]/2r^2\), whose expectation value in \(ru\) is half the bracket. The remaining local terms combine to \(\langle r^2u|(t+l(l+1)/2r^2+V_{\rm loc}-E)u\rangle\), and the eigenvalue equation of \(u\) makes the ket equal to \(-D_lO\,b_l\), giving \(-D_lOQ\). The projector of channel \(l'\) gives \(D_{l'}M_{l'}^2\). Together,
\[ T_{l'}=1+l'(l'+1)-l(l+1)+2D_{l'}M_{l'}^2-2D_lOQ. \tag{24} \]
The local part is \(2l+3\) for \(l'=l+1\) and \(1-2l\) for \(l'=l-1\). By (18), \(S=c_{lm}^2T_{l+1}+c_{l-1,m}^2T_{l-1}\), whose local part is
\[ \frac{(l+1)^2-m^2}{2l+1}-\frac{l^2-m^2}{2l+1}=1, \tag{25} \]
and whose projector part is (20).

### Semilocal potentials and a closed-form case

A semilocal potential \(\sum_lV_l(r)\hat P_l\), with \(\hat P_l\) the projector on angular momentum \(l\), is local in \(r\) but connects different directions, for which \(z\) and \(z'\) generally differ. For an \(s\) state, \(z\psi\) is a pure \(p\) function and feels \(V_1\), while \(V_{\rm nl}\psi=V_0\psi\). With \(\langle\cos^2\theta\rangle=1/3\), (4) gives
\[ \Delta=\tfrac23\int u^2r^2\,(V_1-V_0)\,dr, \tag{26} \]
which vanishes when the two channels see the same potential.

A case solvable by hand is hydrogen with projectors on its own states, \(b_0=u=2re^{-r}\) and \(b_1=r^2e^{-r/2}/\sqrt{24}\). The eigenfunctions stay unchanged; the \(1s\) level moves by \(D_0\) and the \(2p\) level by \(D_1\). Using \(\int r^ne^{-ar}dr=n!/a^{n+1}\), one finds \(O=1\), \(Q=4\cdot4!/2^5=3\) and \(M_1=(2/\sqrt{24})\,4!\,(2/3)^5\), so \(M_1^2=\tfrac{4}{24}\cdot576\cdot2^{10}/3^{10}=3\cdot2^{15}/3^{10}\). Then (21) reads
\[ S=1-2D_0+2D_1\,2^{15}/3^{10}. \tag{27} \]
Definition (2) confirms this directly. Every \(\omega_n\) changes by \(-D_0\), which changes \(S\) by \(-2D_0\langle z^2\rangle\) with \(\langle z^2\rangle=Q/3=1\), and the \(2p\) line gains \(2D_1|z_{2p}|^2\) with \(|z_{2p}|^2=M_1^2/3=0.554929\) bohr². For \(D_0=-0.1\) and \(D_1=0.2\) hartree, \(S=1+0.2+0.4\times0.554929=1.421972\), the value also found by summing over computed states. With this \(D_1\) the \(2p\) level lies at \(+0.075\) hartree, inside the continuum; it remains an eigenstate, and (27) is not affected. The violation is here nothing but transition energies shifted while dipoles stay fixed.

### The model atom

The parameters are round numbers and represent no element: \(V_{\rm loc}=-{\rm erf}(r/\sqrt2)/r\), \(b_l\propto r^{l+1}e^{-r^2/2}\) with \(\int b_l^2dr=1\), and \(D_0,D_1,D_2=0.2,\,0.3,\,-0.2\) hartree. The radial equations are diagonalised in 200 Legendre functions vanishing at 0 and 60 bohr, whose positive-energy solutions discretise the continuum. All values are collected in the numerical output below. The lowest levels are \(E_s=-0.215692\) hartree (\(-5.869\) eV), \(E_p=-0.105479\) hartree (\(-2.870\) eV) and \(E_d=-0.056398\) hartree. Six decimals are kept to compare routes of calculation, not because the model has such physical accuracy.

For the \(s\) state, \(O=0.487473\), \(Q=1.302247\) bohr² and \(M_1=1.063280\) bohr. Equation (21) gives
\[ \tfrac23(0.3)(1.063280)^2=0.226113,\qquad-\tfrac23(0.2)(0.487473)(1.302247)=-0.084641, \]
so \(\Delta_s=0.141472\). Both \(u_s\) and \(u_p\) are nodeless below 20 bohr, and the signs follow the rules stated after (22). The explicit sum over \(p\) states gives \(S=1.141472\), differing from \(1+\Delta_s\) by \(10^{-10}\) in absolute terms; reducing the basis to 160 functions changes it by the same amount, which tests the basis and not the box size. The lowest line, at 0.110213 hartree (2.999 eV), has \(f=0.9195\). The division into 1.0331 below zero energy and 0.1084 above depends on the box, which pushes high Rydberg levels to positive energy; in boxes of 240 bohr and more it settles at 1.0341 and 0.1074, while \(S\) is unchanged to the digits shown.

Three further routes were tested against \(\Delta_s\). Quadrature of (16) on a Cartesian grid, with no angular algebra, gives 0.141472. The finite-difference derivative \(\partial_A^2\langle V_{\rm nl}(A)\rangle\) gives 0.141471, within the tolerance of \(10^{-6}\). A linear solve for \(\alpha(i\xi)\) gives \(\xi^2\alpha=1.141437\) and 1.141463 at \(\xi=40\) and 80 hartree. The deficits from \(S\), \(3.4\times10^{-5}\) and \(0.86\times10^{-5}\) before rounding, fall by four as (8) requires, with \(\sum f_n\omega_n^2=0.055\) hartree², and removing the \(\xi^{-2}\) term by \((4\times1.141463-1.141437)/3\) gives 1.141472. The static polarizability is 80.43 bohr³.

With the \(s\) projector alone, \(u\) is unchanged and \(S=1-0.084641=0.915359\). With the \(p\) projector alone, \(S=1.341144\), not \(1+0.226113\), because \(u\) is then the ground state of the local atom at \(-0.284058\) hartree and \(M_1\) is a different number. This is the non-additivity noted above. For the semilocal choice \(V_l=W_le^{-r^2/2}\) with \(W_0,W_1=0.4,\,0.1\) hartree, (26) gives \(-0.047140\) and the state sum 0.952860; setting \(W_1=W_0\) restores 1.000000.

Relation (11) for the lowest line reads \(0.225099=0.206788+0.018311\). The length value is \(f=2(0.225099)^2/0.110213=0.9195\), while the momentum alone gives \(2(0.206788)^2/0.110213=0.7760\), which is 16% lower relative to the length value. The full sums are 1.141472 with \(v\), 1.000000 in the mixed form and 0.896317 with \(p_z\) alone. The last lies below 1 although \(S\) lies above, as the first-order part of (13) indicates. It respects the lower bound \(1-\Delta_s=0.858528\), and (13) assigns the difference of 0.0378 to \(\sum2C_n^2/\omega_n\), which was not computed separately.

For the \(p\) state, \(O=0.158917\), \(Q=0.773463\) bohr², \(M_0=0.194633\) bohr and \(M_2=0.489181\) bohr. The three projector terms of (24) are \(2D_1OQ=0.073750\), \(2D_0M_0^2=0.015153\) and \(2D_2M_2^2=-0.095719\), so
\[ T_s=-1+0.015153-0.073750=-1.058597,\qquad T_d=5-0.095719-0.073750=4.830531, \]
both matching the state sums. The negative \(T_s\) requires the downward transition to the \(s\) ground state, the \(s\) level with negative \(\omega_n\). For \(m=0\), \(S=0.266667\times4.830531-0.333333\times1.058597=0.935276\). For \(|m|=1\) there is no \(s\) channel and \(S=0.2\times4.830531=0.966106\). The violations \(-0.064724\) and \(-0.033894\) are reproduced on the Cartesian grid for \(p_z\) and \(p_x\). The sum now depends on the orientation of the orbital relative to the field, which (25) excludes for a local potential. The shell average is \(-0.044171\), in agreement with (22).

With \(s\), \(p_x\), \(p_y\) and \(p_z\) occupied by four independent electrons of one spin, the transitions to empty states sum to 4.0090, and (14) gives \(4+0.1415-3\times0.0442=4.009\). The total exceeds the electron count by 0.2%, while single orbitals deviate from 1 by \(+14\%\) and \(-3\%\) to \(-6\%\). Part of this cancellation is built into (20): when \(OQ\) is positive, as here, a projector contributes with opposite signs to a state in its own channel and to one in a neighbouring channel, so \(D_0\) and \(D_1\) each enter the \(s\) and \(p\) terms with opposite signs. The integrals differ, however, and the \(d\) projector, which does not act in the \(s\) term, adds \(\tfrac43D_2M_2^2=-0.0638\) to the \(p\) shell. How nearly the total cancels therefore depends on the parameters. A total close to \(N\) is therefore no evidence that the commutator \([V_{\rm nl},z]\) is negligible for individual transitions.

## Numbers as computed

```
a_loc = 1.0 bohr, s = 1.0 bohr, box = 60.0 bohr, basis = 200
D0, D1, D2 = 0.2, 0.3, -0.2 hartree
E_s = -0.215692 hartree = -5.8693 eV
E_p = -0.105479 hartree = -2.8702 eV
E_d = -0.056398 hartree
nodes of u_s, u_p below 20 bohr = 0, 0
s: O = 0.487473, Q = 1.302247 bohr^2, M1 = 1.063280 bohr
s: p-projector term = 0.226113, s-projector term = -0.084641
s: Delta = 0.141472, 1+Delta = 1.141472
s: sum over states S = 1.141472
s: lowest line omega = 0.110213 hartree = 2.9990 eV, f = 0.919489
s: f to bound p = 1.0331, to positive energy = 0.1084
p: O = 0.158917, Q = 0.773463 bohr^2, M0 = 0.194633, M2 = 0.489181 bohr
p: T_s states = -1.058597, formula = -1.058597
p: T_d states = 4.830531, formula = 4.830531
p |m|=0: c2 up = 0.266667, c2 down = 0.333333, Delta = -0.064724, S = 0.935276
p |m|=1: c2 up = 0.200000, c2 down = 0.000000, Delta = -0.033894, S = 0.966106
p: m-averaged Delta = -0.044171
s: Delta 3D grid = 0.141472, d2<V_nl(A)>/dA2 = 0.141471
pz: Delta 3D grid = -0.064724, d2<V_nl(A)>/dA2 = -0.064724
px: Delta 3D grid = -0.033894, d2<V_nl(A)>/dA2 = -0.033894
s: alpha(0) = 80.4324 bohr^3
s: xi^2 alpha(i xi) at xi = 40, 80 hartree: 1.141437, 1.141463; limit = 1.141472
lowest line: omega z = 0.225099, -d/dz = 0.206788, [V,z] = 0.018311 a.u.
lowest line: f with p only = 0.775976
s: sum with full v = 1.141472, p only = 0.896317, mixed z-p = 1.000000
local only: E_s = -0.284058 hartree, S = 1.000000
s projector only: S = 0.915359; p projector only: S = 1.341144
semilocal W0, W1 = 0.4, 0.1 hartree: Delta = -0.047140, S = 0.952860
semilocal W1 = W0: S = 1.000000
occupied s+p, 4 orbitals: S = 4.008960, 4 + sum Delta = 4.008960
hydrogen D0, D1 = -0.1, 0.2 hartree, |<2p|z|1s>|^2 = 0.554929 bohr^2
hydrogen S = 1.421972, closed form = 1.421972
|S(160) - S(200)| = 1.0e-10, |S - 1 - Delta| = 1.0e-10
```
